# Surface density of states measured by a weakly coupled s-wave tip

## Form of the answer

Let a sample state $\psi$ and a tip state $\chi$ have the same energy, $\kappa^2/2$ below the vacuum level in Hartree atomic units. Outside its core the tip state is a pure s-wave centred at $\mathbf r_0$:

$$\chi(\mathbf r)=B\,\frac{e^{-\kappa r'}}{r'},\qquad r'=|\mathbf r-\mathbf r_0|. \tag{1}$$

The tunnelling matrix element $M$ is linear in $\psi$. Around $\mathbf r_0$ the vacuum solution $\psi$ can be expanded in regular radial functions times spherical harmonics. A rotationally symmetric tip selects the $l=0$ part. The other parts vanish at $\mathbf r_0$, so the coefficient of the selected part is $\psi(\mathbf r_0)$.

Dimensions fix the rest. $B$ has dimension length$^{-1/2}$, $\psi$ has length$^{-3/2}$, and $\hbar^2/m$ is energy times length squared. Hence

$$M=c\,\frac{\hbar^2}{m}\,B^*\psi(\mathbf r_0).$$

If the result does not depend on the surface used to separate tip and sample, $\kappa^{-1}$ is the one length available. It cannot form a dimensionless number alone, so $c$ is a pure number. The calculation below shows this independence and gives $c=-2\pi$.

## Matrix element as a surface integral

The full one-electron Hamiltonian is $H=-\tfrac12\nabla^2+U_s+U_t$, with real potentials. A surface $S$ divides space so that $U_s=0$ on the tip side $T$ and $U_t=0$ on the sample side. The bare states obey

$$(-\tfrac12\nabla^2+U_s)\psi=E\psi,\qquad(-\tfrac12\nabla^2+U_t)\chi_t=E_t\chi_t.$$

Start in $\psi$ and write

$$\Psi(t)=\psi e^{-iEt}+\sum_t c_t(t)\chi_t e^{-iE_tt},\qquad c_t(0)=0.$$

Inserting this in $i\partial_t\Psi=H\Psi$ gives

$$i\sum_t\dot c_t\chi_te^{-iE_tt}=(H-E)\psi e^{-iEt}+\sum_t c_tU_s\chi_te^{-iE_tt}.$$

The last sum is a small amplitude times a small tail inside the sample, and is dropped at leading order. Projection on one tip state, using the orthogonality of tip states among themselves, gives

$$i\dot c_t=M e^{i(E_t-E)t},\qquad M=\langle\chi_t|H-E|\psi\rangle.$$

Since $(H-E)\psi=U_t\psi$, the integral runs over $T$ alone. There $U_s=0$, so $(H-E_t)\chi_t^*=0$. For $E_t=E$ this zero may be subtracted:

$$M=\int_T\left[\chi^*(H-E)\psi-\psi(H-E)\chi^*\right]d^3r
=-\frac12\int_T\left(\chi^*\nabla^2\psi-\psi\nabla^2\chi^*\right)d^3r.$$

The potential and energy terms cancel. The remaining integrand is $\nabla\cdot(\chi^*\nabla\psi-\psi\nabla\chi^*)$. Let $\mathbf n$ point from sample to tip. The outward normal of $T$ on $S$ is then $-\mathbf n$, which reverses the sign. The distant boundary contributes nothing because the tip state is localized and both tails decay away from their sources. Thus

$$M=\frac12\int_S\mathbf n\cdot(\chi^*\nabla\psi-\psi\nabla\chi^*)\,dS. \tag{2}$$

## Evaluation for an s-wave

Equation (2) needs the functions on $S$ alone. The true tip state may therefore be replaced inside $T$ by the pure form (1), continued through the tip core, provided that $S$ lies outside the core. The sample function needs no replacement: it is the state of the bare sample, whose potential vanishes throughout $T$, so $\nabla^2\psi=\kappa^2\psi$ there.

For $r'>0$,

$$\nabla^2\frac{e^{-\kappa r'}}{r'}=\frac1{r'}\frac{d^2}{dr'^2}e^{-\kappa r'}=\kappa^2\frac{e^{-\kappa r'}}{r'}.$$

The flux of its gradient through a small sphere is $-4\pi(1+\kappa r')e^{-\kappa r'}$, which tends to $-4\pi$. Therefore

$$(\nabla^2-\kappa^2)\chi^*=-4\pi B^*\delta(\mathbf r-\mathbf r_0).$$

Applying the divergence theorem to (2) again,

$$\begin{aligned}
M&=-\frac12\int_T\left[\chi^*\kappa^2\psi-\psi\left(\kappa^2\chi^*-4\pi B^*\delta(\mathbf r-\mathbf r_0)\right)\right]d^3r\\
&=-2\pi B^*\psi(\mathbf r_0).
\end{aligned}\tag{3}$$

The surface has dropped out. In SI units the right side is multiplied by $\hbar^2/m$.

Direct integration of (2) tests this result. It used a graphene Bloch state, planes 4 and 6 bohr below the tip centre, and three lateral tip positions. The largest relative deviation from (3) was $8\times10^{-7}$.

The leading-order coupling can be tested separately. Two identical zero-range wells have a level splitting $2|M|$ in this approximation. At a separation of 0.50 nm and $\kappa=10.87\ \mathrm{nm^{-1}}$, the exact splitting divided by $2|M|$ is 1.000025.

## Current and low-bias limit

Measure $\varepsilon$ from the sample Fermi level. Let the sample be at positive voltage $V$, so that tip levels are raised by $V$ in electron energy, and count $I$ positive when electrons flow from tip to sample. The golden rule gives a rate $2\pi|M|^2\delta(E_t-E_s)$ for each pair of states. The difference of the two directions contains

$$f_t(1-f_s)-f_s(1-f_t)=f_t-f_s.$$

With both spins, and tip energies $\varepsilon_t$ measured from the tip's own Fermi level,

$$I=4\pi\int d\varepsilon\,[f(\varepsilon-V)-f(\varepsilon)]
\sum_{s,t}|M|^2\delta(\varepsilon-\varepsilon_s)\delta(\varepsilon-V-\varepsilon_t),$$

where the sums run over one spin. Define

$$\rho(\mathbf r,\varepsilon)=\sum_s|\psi_s(\mathbf r)|^2\delta(\varepsilon-\varepsilon_s),\qquad
b_t(\varepsilon)=\sum_t|B_t|^2\delta(\varepsilon-\varepsilon_t).$$

By (3), $|M|^2=4\pi^2|B_t|^2|\psi_s(\mathbf r_0)|^2$, so the double sum factors. At zero temperature the occupations restrict $\varepsilon$ to $0<\varepsilon<V$:

$$I=16\pi^3\int_0^V b_t(\varepsilon-V)\,\rho(\mathbf r_0,\varepsilon)\,d\varepsilon. \tag{4}$$

When both factors are nearly constant over the window, the integral is $V$ times the integrand at the Fermi level. With the conductance quantum $G_0=1/\pi$,

$$\boxed{\frac{I}{G_0V}=16\pi^4\,b_t(0)\,\rho(\mathbf r_0,0)}. \tag{5}$$

This is the proportionality for a fixed tip. The density $\rho$ belongs to the bare sample, evaluated at the tip centre with the tip absent. It is not the electron density inside the metal of the tip.

At larger bias, still neglecting changes of the barrier, differentiation of (4) gives

$$\frac{dI}{dV}=16\pi^3\left[b_t(0)\rho(\mathbf r_0,V)-\int_0^V b_t'(\varepsilon-V)\rho(\mathbf r_0,\varepsilon)\,d\varepsilon\right].$$

The differential conductance follows the sample spectrum if the second term is small, which requires a flat tip spectrum.

Equation (5) also requires $G/G_0\ll1$, since multiple passages through the barrier were dropped. For two chains joined by a link of 0.01 times their internal hopping, the golden-rule and exact conductances agree within 0.02% at the energy tested.

## A tip that is not an s-wave

A $p_z$ tail with a comparable prefactor is $\chi_p=\kappa^{-1}\partial_z\chi$. Its source is $-4\pi B\kappa^{-1}\partial_z\delta(\mathbf r-\mathbf r_0)$. Repeating the step to (3) and integrating by parts once gives

$$M_p=-\frac{2\pi B^*}{\kappa}\int_T\psi\,\partial_z\delta(\mathbf r-\mathbf r_0)\,d^3r
=\frac{2\pi B^*}{\kappa}\,\partial_z\psi(\mathbf r_0). \tag{6}$$

Such a tip measures the vertical derivative. If every relevant sample state decayed vertically as $e^{-\kappa z}$, the derivative would be $-\kappa\psi$ and the signal would again follow $\rho$. States with lateral momentum decay differently, and the two tips then weight them differently.

## Graphene as the sample

Graphene is a useful case because its Fermi-level states have large lateral momentum. A vacuum component $e^{i\mathbf p\cdot\mathbf x}e^{-\kappa_pz}$, with $\mathbf x$ the lateral position, satisfies $\nabla^2\psi=\kappa^2\psi$ if

$$\kappa_p=\sqrt{\kappa^2+p^2}. \tag{7}$$

The model is nearest-neighbour tight binding without orbital overlap. The lattice constant is $a=0.246$ nm, the hopping $t=2.7$ eV, the work function 4.5 eV, and the Fermi level lies $E=0.30$ eV above the Dirac point. The band energy is $t|f|$, with $f(\mathbf k)=\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}$ over the three bonds. At the corner $\mathbf K$ the three terms cancel. To first order in $\mathbf q=\mathbf k-\mathbf K$,

$$|f|=\Big|\sum_{\boldsymbol\delta}(\mathbf q\cdot\boldsymbol\delta)e^{i\mathbf K\cdot\boldsymbol\delta}\Big|=\frac{\sqrt3\,a}{2}q,$$

so the energy is $vq$ with $v=\sqrt3\,at/2=0.575$ eV nm.

The carbon orbital is $\phi=\sqrt{\zeta^5/\pi}\,z\,e^{-\zeta r}$ with $\zeta=1.625\ \mathrm{bohr^{-1}}$. To find its lateral Fourier transform, start from $e^{-\zeta r}/r$, which has source $-4\pi\delta(\mathbf r)$ in the equation with $\nabla^2-\zeta^2$. Its transform $g$ obeys $g''-s^2g=-4\pi\delta(z)$, with $s=\sqrt{p^2+\zeta^2}$, so $g=2\pi e^{-s|z|}/s$. Applying $-\partial/\partial\zeta$ and multiplying by the orbital prefactor gives, for $z>0$,

$$\tilde\phi(p,z)=\sqrt{\frac{\zeta^5}{\pi}}\,2\pi\zeta z\,\frac{zs+1}{s^3}\,e^{-sz}. \tag{8}$$

At a height $z_m$ this is joined to the vacuum tail. Value and slope both match for $p=K$ if

$$\frac1{z_m}+\frac{s}{1+sz_m}-s=-\kappa_K,$$

which gives $z_m=0.121$ nm. Components with other $p$ match in value there, but not in slope.

For a hand estimate above an atom, keep the three waves of length $K$. They add for the sublattice under the tip and cancel for the other. With cell area $A$ and $c=\tilde\phi(K,z_m)/A$, the squared Bloch sum is $9c^2e^{-2\kappa_K(z-z_m)}$. Each band state has weight one half on each sublattice. The cross term contains the cancelling sum of the other sublattice, so it is of order $q$ and is dropped in this estimate. Each valley has $\int\delta(E-vq)\,d^2q/(2\pi)^2=E/(2\pi v^2)$ states per area and spin. The factor one half cancels the two valleys:

$$\rho\simeq A\,\frac{E}{2\pi v^2}\,9c^2e^{-2\kappa_K(z-z_m)}. \tag{9}$$

At 0.30 eV this estimate is 1.22 times the density found by integrating over the actual energy contours. At 3 meV the two agree within 2%, so the difference is a finite-$q$ effect. It comes mainly from the dropped cross term: with that term removed from the contour integral the ratio is 0.97, and at equal hole doping, where the term changes sign, the ratio is 0.80. The numbers below use the contour integral.

## Tip amplitude

Represent the apex by a spherical well of radius $R=0.15$ nm, with its s level at the Fermi energy. Let $u=r'\chi$, equal to $\alpha\sin qr'$ inside and $Be^{-\kappa r'}$ outside, where $q$ now denotes the wave number in the well. Continuity of $u$ and $u'$ gives

$$\alpha\sin qR=Be^{-\kappa R},\qquad q\cot qR=-\kappa,\qquad \sin^2qR=\frac{q^2}{q^2+\kappa^2}.$$

The inner normalization integral is

$$\int_0^Ru^2dr'=\alpha^2\left[\frac R2-\frac{\sin qR\cos qR}{2q}\right]
=\alpha^2\left[\frac R2+\frac{\kappa\sin^2qR}{2q^2}\right].$$

Substitute $\alpha^2=B^2e^{-2\kappa R}(q^2+\kappa^2)/q^2$ and add the outer integral $B^2e^{-2\kappa R}/(2\kappa)$. Since $\kappa/(2q^2)+1/(2\kappa)=(q^2+\kappa^2)/(2\kappa q^2)$, the sum is

$$\int_0^\infty u^2dr'=B^2e^{-2\kappa R}\,\frac{q^2+\kappa^2}{2q^2}\left(R+\frac1\kappa\right).$$

Setting $4\pi$ times this equal to one yields

$$B^2=\frac{\kappa q^2e^{2\kappa R}}{2\pi(q^2+\kappa^2)(1+\kappa R)}. \tag{10}$$

Here $q=14.71\ \mathrm{nm^{-1}}$ and $B=0.766\ \mathrm{bohr^{-1/2}}$. Contact with the rest of the tip is modelled by a Lorentzian of full width $\Gamma=4$ eV, with the tail unchanged. Its peak is $D_t=2/(\pi\Gamma)=0.159\ \mathrm{eV^{-1}}$, and $b_t(0)=B^2D_t$.

## Numbers at 0.50 nm and 20 mV

The tip centre is 0.50 nm above an atom. Equation (7) gives

$$\kappa_K=\sqrt{10.87^2+17.03^2}\ \mathrm{nm^{-1}}=20.20\ \mathrm{nm^{-1}}.$$

The density should fall at about $2\kappa_K=40.4\ \mathrm{nm^{-1}}$, and the contour calculation gives 40.8. Lateral momentum thus nearly doubles the decay rate expected from the work function alone.

The density per spin is $\rho=6.45\times10^{-8}\ \mathrm{eV^{-1}nm^{-3}}$. In these units $\hbar^2/m=2(4.5\ \mathrm{eV})/(10.87\ \mathrm{nm^{-1}})^2=0.0762\ \mathrm{eV\,nm^2}$, and $B^2=0.587\ \mathrm{bohr^{-1}}=11.1\ \mathrm{nm^{-1}}$. Equation (5) becomes

$$\frac G{G_0}=16\pi^4(0.0762)^2(11.1)(0.159)(6.45\times10^{-8})
\simeq1.03\times10^{-6}.$$

With $G_0=77.5\ \mu\mathrm S$, this is $G\simeq80$ pS. At 20 mV the current is 1.6 pA. These values are converged in the number of plane waves and contour points, but they depend on the carbon orbital. With the same joining rule, $\rho$ changes by $+11\%$ for $\zeta=1.568$, by $-15\%$ for $\zeta=1.72$, and by $+43\%$ for a Hartree–Fock 2p orbital of the atom, for which $z_m$ moves to 0.23 nm. The neglected overlap leaves the Bloch sum at $\mathbf K$ with norm 0.91, so normalizing it would add about 10%. The site ratios and the corrugation below move by 3% or less under the same changes of orbital.

At equal height the density at the bond midpoint is 0.89 of that above the atom, and at the hollow it is 0.026. At $\mathbf K$ itself the three leading waves cancel at the hollow for both sublattices. A small displacement $\mathbf q$ from $\mathbf K$ changes their relative amplitudes by $\Lambda\hat{\mathbf K}_j\cdot\mathbf q$, where

$$\Lambda=\left.\frac{\partial\ln\tilde\phi}{\partial p}\right|_{K,z_m}-(z-z_m)\frac K{\kappa_K}.$$

Both terms are negative, and together they give $|\Lambda|\simeq0.41$ nm. The three phases then leave an amplitude $\tfrac32c|\Lambda|q$ on each sublattice, apart from the common decay. At the hollow the cross term between the sublattices has a phase that winds around the contour, so it averages to zero at this order. Compared with $3c$ above an atom, the density ratio is $2(\tfrac12\Lambda q)^2=(\Lambda q)^2/2$. With $q=E/v=0.52\ \mathrm{nm^{-1}}$ this is 0.023, against 0.026 in the full calculation. Two corrections of higher order in $q$ partly cancel: the density above the atom is 1.22 times smaller than its leading estimate, and the cross term lowers the hollow density by 8%.

Keeping the current constant requires lowering the tip by 0.10 nm at the hollow. A uniform decay would give $\ln(1/0.0258)/40.4=0.09$ nm. The actual descent is larger because $|\Lambda|$, and with it the hollow-to-atom ratio, decreases as the tip approaches.

## Corrections and the real measurement

With the tip factor fixed, averaging the density over the 20 mV window changes it by $+3.2\%$ or $-3.2\%$, depending on polarity. A density proportional to $E$ would give $10/300=3.3\%$. Thermal averaging at 300 K changes it by $-0.07\%$, because the nearly linear part cancels; at 5 K the change is negligible. Raising the mean barrier by $V/2$ changes it by $-0.5\%$.

Image forces are much larger. For a charge midway between conducting planes a distance $d$ apart, the image charges give an interaction energy

$$\frac12\cdot2\sum_{n=1}^{\infty}\frac{(-1)^n}{nd}=-\frac{\ln2}{d}.$$

The factor one half accounts for induced charge. The gap between the joining plane and the tip well is $0.50-0.15-0.121=0.229$ nm, so the lowering is 4.4 eV, almost the whole work function. Applied uniformly across this gap, it raises the current by a factor of about 4; for this uniform lowering the increase is limited because $K^2$ remains in (7). The lowering is smallest at midgap, so within the classical image model this is a low estimate, and a WKB integral over the full classical profile gives about 45, while the same integral with the lowering capped at the work function stays near 4. Replacing the tip plane by a grounded sphere of radius $R$ reduces the midgap lowering to 4.0 eV and the uniform estimate to 3.6. The gap itself depends on $z_m$ and hence on the orbital chosen. The classical form itself diverges at the planes and fails close to them, and neither graphene nor a small apex is a perfect conducting plane.

For one Fermi-level state above an atom, a $p_z$ tip with equal $B$ gives 3.5 times the s-wave signal, near $(\kappa_K/\kappa)^2=3.45$. At the hollow the contour-averaged factor is 2.8. Equal $B$ is an assumption: a normalized p level at the same energy in a well of the same radius has $B^2$ larger by 1.53, which makes the factor 5.4 above an atom. A changed apex can therefore alter the current without any change in the sample.

Phonons may admit a component near zero lateral momentum. For equal densities at $z_m$, its tail at the tip centre is about $1.2\times10^3$ times larger than that at $K$. This is a tail ratio, not a current ratio, since the phonon coupling is not calculated. For an assumed 60 meV phonon at 5 K, emission is closed at 20 mV and thermal occupation is negligible. At 300 K the occupation is 0.11 and electrons in the thermal tail can also emit, so the small thermal correction above does not establish that the elastic model is adequate there.

The doping, work function, height and bias are rough inputs chosen to represent a low-temperature measurement on graphene, not a fit to one. Real measurements depart from the model through mixed tip orbitals, image forces, mechanical forces and, on a metal, substrate states. In the estimates above, a change from an s to a $p_z$ tip orbital moves the current by a factor of about 3 to 5, and classical image forces move it by a factor between about 4 and several tens, depending on how the potential is treated near the surfaces; the others are not sized here. The absolute current therefore illustrates the formula and is not a prediction for a real junction. The remaining numerical values are in the output below.

## Numbers as computed

```
work function: 4.50 eV
Fermi level above Dirac point: 0.30 eV
hopping: 2.70 eV
lattice constant: 0.246 nm
Slater exponent: 1.625 1/bohr
tip-centre height: 0.50 nm
tip-well radius: 0.15 nm
tip-level full width: 4.0 eV
bias: 20 mV
temperature: 5 K
kappa: 10.87 1/nm
K wave vector: 17.03 1/nm
decay constant at K: 20.20 1/nm
band velocity times hbar: 0.575 eV nm
vacuum joining height: 0.121 nm
tip-well wave number q: 14.71 1/nm
tip-well depth: 12.75 eV
tip amplitude B: 0.7660 bohr^-1/2
tip density at E_F: 0.1592 1/eV
LDOS per spin, atom: 6.453e-08 1/(eV nm^3)
LDOS per spin, bond: 5.749e-08 1/(eV nm^3)
LDOS per spin, hollow: 1.664e-09 1/(eV nm^3)
LDOS ratio bond/atom: 0.8908
LDOS ratio hollow/atom: 0.0258
Dirac estimate/LDOS at atom: 1.2218
LDOS decay rate at atom: 40.81 1/nm
twice decay constant at K: 40.40 1/nm
constant-current corrugation: 0.1018 nm
G/G0 at atom: 1.031e-06
conductance at atom: 79.848 pS
current at atom: 1.5970 pA
LDOS window change, +bias: 3.19 %
LDOS window change, -bias: -3.19 %
LDOS thermal change, 5 K: -0.0000 %
LDOS thermal change, 300 K: -0.07 %
LDOS change, barrier raised V/2: -0.49 %
free gap for image estimate: 0.229 nm
midgap image lowering: 4.37 eV
image-lowering current factor: 4.07
pz/s tip signal, equal B: 3.52
zone-centre/K tail gain: 1172.7
assumed phonon energy: 60 meV
phonon occupation, 5 K: 3.33e-61
phonon occupation, 300 K: 1.09e-01
surface integral deviation, s tip: 7.9e-07
surface integral deviation, pz tip: 5.9e-07
exact splitting / 2|M|: 1.000025
golden rule / exact transmission: 1.000161
zone sum / contour LDOS: 1.000000
grid B / formula B: 0.999985
```
